# Why the uncorrected dipole of a periodic dielectric slab converges as 1/L

## Question

I am working on an exercise about slabs in periodic cells. A neutral dielectric slab of thickness $d$ and relative permittivity $\epsilon$ has different left and right faces, so it carries a dipole per area. The cell has length $L$ along the normal $z$, and no dipole correction is applied. I am asked to show that the calculated dipole is

$$
m=\frac{m_0}{1-\dfrac dL\left(1-\dfrac1\epsilon\right)},
$$

where $m_0$ belongs to the isolated slab, and that the error therefore decays only as $1/L$.

My argument gives no error at all. A uniform dipole layer is like a parallel-plate capacitor: it has no field outside. The periodic images are such layers, so they should not act on the slab, and I should find $m=m_0$ as soon as the charge densities stop overlapping.

Yet a grid solution of the Poisson equation disagrees. For $d=20$ Å, $\epsilon=10$ and $L=40$ Å, I get $m=0.0182$ e/Å, while the isolated slab has $0.0100$ e/Å. There are 20 Å of empty space between the images. What acts on the slab, and does a dipole correction remove it or merely reduce it?

## Answer

Your capacitor argument is right for a stack of dipole layers with no field in the gaps. The potential of such a stack rises by the same step at every layer, like a staircase, so it is not periodic. Your calculation demands a periodic potential, and it can meet that demand only by putting a uniform field in the vacuum. That field polarizes the slab.

### The field forced by periodicity

Take everything uniform in the plane, and let the cell run from $-L/2$ to $L/2$ with vacuum at both ends. Let $\rho(z)$ be the total charge density, fixed plus induced. The slab is neutral, and its dipole per area is

$$
m=\int_{-L/2}^{L/2} z\,\rho(z)\,dz .
$$

Neutrality makes $m$ independent of the origin of $z$. Gauss's law, $\varepsilon_0\,dE/dz=\rho$, integrates to

$$
E(z)=E_v+\frac{1}{\varepsilon_0}Q(z),\qquad Q(z)=\int_{-L/2}^{z}\rho(z')\,dz',
$$

where $E_v$ is the field in the vacuum. Now integrate over the cell. Since $dQ/dz=\rho$, integration by parts gives

$$
\int_{-L/2}^{L/2}Q\,dz=\Big[zQ\Big]_{-L/2}^{L/2}-\int_{-L/2}^{L/2}z\rho\,dz=-m .
$$

The boundary term vanishes because $Q(-L/2)=0$ by definition and $Q(L/2)=0$ by neutrality. Therefore

$$
\int_{-L/2}^{L/2}E\,dz=E_vL-\frac{m}{\varepsilon_0}. \tag{1}
$$

For the isolated slab $E_v=0$ and $m=m_0$. The potential $\phi$ obeys $E=-d\phi/dz$, so it rises from left to right by $m_0/\varepsilon_0$. This is the physical step between the two vacuum levels.

In the periodic cell $\phi(L/2)=\phi(-L/2)$, so the left side of (1) is zero and

$$
E_v=\frac{m}{\varepsilon_0L}. \tag{2}
$$

This field is an artefact of the boundary condition. For positive $m$ it points along $+z$, the direction of the dipole, and so it enlarges the dipole. It contains the actual $m$, not $m_0$, which makes the problem self-consistent.

### The response of the slab

Assume linear response. The state in the cell is then the isolated state plus the response to an outside field $E_v$. There is no added free charge, so the normal component of the displacement field $D$ is continuous. The added $D$ is $\varepsilon_0E_v$ both outside and inside, and the added field inside is $E_v/\epsilon$. The added polarization is

$$
P=D-\varepsilon_0E_{\rm in}=\varepsilon_0E_v-\frac{\varepsilon_0E_v}{\epsilon}
=\varepsilon_0E_v\left(1-\frac1\epsilon\right).
$$

It leaves bound charge $+P$ per area on the right face and $-P$ on the left, a distance $d$ apart. The added dipole per area is $Pd$, so

$$
m=m_0+\varepsilon_0\ell E_v,\qquad \ell=d\left(1-\frac1\epsilon\right). \tag{3}
$$

Here $m_0$ is the dipole of the isolated slab after its own screening. It is not the bare dipole of the fixed charges.

Insert (2) into (3). The factors of $\varepsilon_0$ cancel:

$$
m=m_0+\frac{\ell}{L}m
\quad\Longrightarrow\quad
m\left(1-\frac{\ell}{L}\right)=m_0
\quad\Longrightarrow\quad
m=\frac{m_0}{1-\ell/L}, \tag{4}
$$

which is the required formula. For $\epsilon\ge1$ we have $0\le\ell<d<L$, so the denominator is positive.

If $\epsilon=1$, the artificial field is still there but nothing responds to it, and $m=m_0$. If $\epsilon\to\infty$ at fixed $m_0$, then $m\to m_0L/(L-d)$: the error is governed by the vacuum thickness.

### How slowly the error decays

Relative to the isolated dipole, the error is

$$
\frac{m-m_0}{m_0}=\frac{1}{1-\ell/L}-1=\frac{\ell}{L-\ell}
=\frac{\ell}{L}+\frac{\ell^2}{L^2}+\cdots . \tag{5}
$$

The leading term is of order $1/L$ whenever $\epsilon>1$ and $m_0\ne0$. The reason is visible in (2): a fixed potential step has to be undone over a length of order $L$, so the field falls only as $1/L$. To reach a relative error $\delta$, set $\delta=\ell/(L-\ell)$ and solve:

$$
L=\ell\left(1+\frac1\delta\right). \tag{6}
$$

### Your numbers

Your isolated value arises, for example, from two fixed charge sheets of $\pm\sigma$ with $\sigma=0.010$ e/Å², placed inside the slab a distance $a=10$ Å apart, the positive one at larger $z$. With no field outside, $D=-\sigma$ between the sheets, so $E=-\sigma/(\varepsilon_0\epsilon)$ there and zero elsewhere. Equation (1) with $E_v=0$ gives

$$
m_0=-\varepsilon_0\int E\,dz=\frac{\sigma a}{\epsilon}
=\frac{0.010\times10}{10}=0.010\ \text{e/Å}.
$$

The corresponding potential step is $m_0/\varepsilon_0=1.81$ V. The response length is $\ell=20\,(1-1/10)=18$ Å, so for $L=40$ Å

$$
m=\frac{0.010}{1-18/40}=\frac{0.010}{0.55}=0.0182\ \text{e/Å}.
$$

This is your value, 82 % above the isolated one. The vacuum field is

$$
E_v=\frac{m}{m_0}\,\frac{m_0/\varepsilon_0}{L}
=\frac{1.818\times1.81}{40}=0.082\ \text{V/Å}.
$$

Larger cells help slowly:

| $L$ (Å) | $m$ (e/Å) | error relative to $m_0$ |
|---:|---:|---:|
| 60 | 0.0143 | 43 % |
| 100 | 0.0122 | 22 % |
| 200 | 0.0110 | 9.9 % |
| 400 | 0.0105 | 4.7 % |

An error of 1 % needs $L=18\times101=1818$ Å.

The potential difference across the vacuum can look much better than the dipole. At $L=40$ Å it is $0.08225\times20=1.645$ V in magnitude, only 9 % below the isolated step. To see why, multiply (2) by the vacuum thickness and use (4):

$$
E_v(L-d)=\frac{m_0}{\varepsilon_0}\,\frac{L-d}{L-\ell}.
$$

Its relative error is $(L-d)/(L-\ell)-1=-(d-\ell)/(L-\ell)=-(d/\epsilon)/(L-\ell)$. This also decays as $1/L$, but here its prefactor is 2 Å instead of 18 Å. A nearly converged potential difference is therefore no proof of a converged dipole.

### What the correction does

A dipole correction adds the uniform field $-m/(\varepsilon_0L)$ throughout the cell. Its potential, $+mz/(\varepsilon_0L)$, is a ramp that jumps back at the cell edge, where there is no charge. By (2), the total vacuum field is then zero for any trial density, provided $m$ is updated with that density. The slab feels the potential of the isolated problem up to a constant, so its self-consistent dipole is $m_0$. Within these assumptions the correction removes the error at any $L$ that holds the slab's charge; it does not merely reduce it.

Correcting the energy after an uncorrected calculation is weaker. Write $\alpha=\varepsilon_0\ell$, so that (3) reads $m=m_0+\alpha E_v$. Let $W(m)$ be the energy per area of an isolated slab constrained to have dipole $m$. In an outside field $F$ the quantity $W(m)-mF$ is stationary, so $W'(m)=F=(m-m_0)/\alpha$. Integrating from $m_0$, where the energy is $W_0$, gives

$$
W(m)=W_0+\frac{(m-m_0)^2}{2\alpha}.
$$

For the same charge density, the periodic potential differs from the isolated one by $-E_vz$ plus a constant. The electrostatic energy $\tfrac12\int\rho\phi\,dz$ therefore changes by $-\tfrac12E_vm=-m^2/(2\varepsilon_0L)$; the constant drops out by neutrality. The energy in the periodic cell is

$$
W_L(m)=W_0+\frac{(m-m_0)^2}{2\alpha}-\frac{m^2}{2\varepsilon_0L}. \tag{7}
$$

Setting its derivative to zero gives $(m-m_0)/\alpha=m/(\varepsilon_0L)$, which is (4) again. The second derivative, $1/\alpha-1/(\varepsilon_0L)$, is positive because $\ell<L$, so this is a minimum. Using the stationarity condition for one factor of $(m-m_0)/\alpha$ in (7),

$$
W_L-W_0=\frac{m(m-m_0)}{2\varepsilon_0L}-\frac{m^2}{2\varepsilon_0L}
=-\frac{m_0m}{2\varepsilon_0L}. \tag{8}
$$

The uncorrected energy is too low by an amount of order $1/L$. Adding $m^2/(2\varepsilon_0L)$ afterwards cancels the last term of (7) and leaves

$$
\frac{(m-m_0)^2}{2\alpha}=\frac{\alpha m^2}{2\varepsilon_0^2L^2},
$$

which is of order $1/L^2$. The density and the dipole remain those of the polarized slab.

### A slab without a sharp thickness

An atomistic slab has no unique $d$, but the derivation of (4) needs only $\ell=\alpha/\varepsilon_0$, where $\alpha$ is the change of dipole per area with outside field. It must include every response allowed in the calculation: if the ions relax, their response counts too.

I checked this on a quantum model: 0.05 electrons per bohr², all placed by assumption in the lowest subband of an asymmetric well, with a neutralizing positive background. It is treated at the Hartree level, so exchange and correlation are left out. In atomic units $1/\varepsilon_0=4\pi$. All values below are for a grid spacing of 0.1 bohr, which can affect the last digit. Open-boundary calculations, with and without a small field, gave $m_0=0.005358$ e/bohr and $\ell=4\pi\alpha=2.769$ bohr. For $L=24$ bohr, (4) predicts

$$
m=\frac{0.005358}{1-2.769/24}=0.006057\ \text{e/bohr},
$$

and the uncorrected periodic calculation also gives 0.006057 e/bohr, 13 % above $m_0$. The self-consistent correction restores 0.005358 e/bohr. The uncorrected energy error is $-8.50\times10^{-6}$ hartree/bohr²; adding the energy term afterwards leaves $+1.11\times10^{-6}$ hartree/bohr².

If you have only uncorrected results, two cells suffice to estimate $m_0$. Equation (4) can be written $L/m=(L-\ell)/m_0$. Subtracting this relation for two lengths eliminates $\ell$:

$$
\frac{L_2}{m_2}-\frac{L_1}{m_1}=\frac{L_2-L_1}{m_0}
\quad\Longrightarrow\quad
m_0=\frac{L_2-L_1}{L_2/m_2-L_1/m_1}.
$$

With $L_1=24$ bohr, $m_1=0.0060566$ e/bohr, $L_2=36$ bohr and $m_2=0.0058045$ e/bohr, this gives

$$
m_0=\frac{12}{6202.1-3962.6}=0.005358\ \text{e/bohr},
$$

in agreement with the open-boundary value.

### When the formula fails

- **Overlap.** If the charge reaches the cell edge, there is no vacuum region in which to define $E_v$, and neighbouring slabs interact directly.
- **In-plane structure.** The derivation takes the charge uniform in the plane. A lateral variation of wavevector $G$ produces a field outside the slab that decays as $e^{-G|z|}$. The dipole correction does not remove it, so with a wide lateral cell and a thin vacuum the images still interact.
- **Strong fields.** Equation (3) is linear. A large vacuum field can bring nonlinear polarization. It also adds a potential drop $E_vd/\epsilon$ across the slab; if that drop is large enough to move electrons from one face to the other, (4) no longer applies.
- **Net charge.** For a charged slab $Q(L/2)\ne0$, the boundary term before (1) survives, and $m$ depends on the origin.

If the two faces are equivalent by symmetry, $m_0=0$ and (4) gives $m=0$, so this error is absent as long as $\ell<L$. The bound $\ell<d$ was derived for $\epsilon\ge1$. If the response included makes $\ell>L$, the second derivative of (7) is negative, $m=0$ is no longer a minimum, and even a symmetric slab polarizes in the cell.

The numerical check below covers both slabs. It compares the dipoles, taken as first moments of the computed charge, with (4), and the energies of the quantum slab with the formulas above.

## Calculated quantities

```
A: DIELECTRIC SLAB
thickness d = 20.0 Angstrom
relative permittivity eps = 10.0
fixed sheets: +/-0.010 e/Angstrom^2
sheet separation = 10.0 Angstrom
bare dipole of sheets = 0.10000 e/Angstrom
isolated dipole m0 = 0.01000 e/Angstrom
isolated potential step m0/eps0 = 1.8095 V
ell = d(1-1/eps) = 18.00 Angstrom
L (Angstrom), m (e/Angstrom), error (%), vacuum field (V/Angstrom)
    30   0.02500   150.00   0.15079
    40   0.01818    81.82   0.08225
    60   0.01429    42.86   0.04308
   100   0.01220    21.95   0.02207
   200   0.01099     9.89   0.00994
   400   0.01047     4.71   0.00474
potential change across vacuum, L=40: 1.6450 V
L for 1 % error = 1818 Angstrom
log-log slope of error, L=1000 to 2000 Angstrom: -1.013
B: QUANTUM SLAB, HARTREE LEVEL
electrons per area = 0.050 bohr^-2
well depths = 1.20, 1.10 hartree
well centres = -/+1.50 bohr; width = 1.50 bohr
isolated dipole m0 = 0.0053582 e/bohr
ell = alpha/eps0 = 2.7688 bohr
L (bohr), m, law, corrected m (all e/bohr)
   24 0.0060566 0.0060570 0.0053582
   36 0.0058045 0.0058047 0.0053582
   60 0.0056174 0.0056174 0.0053582
Energy errors per area (1e-6 hartree/bohr^2):
L (bohr), uncorrected, law, after added term, law
   24    -8.4963    -8.4961     1.1072     1.1068
   36    -5.4283    -5.4283     0.4521     0.4520
   60    -3.1520    -3.1520     0.1525     0.1524
m0 from L=24 and 36 bohr: 0.0053584 e/bohr
```
